**Capture-to-emission time ratio of a spin-1/2 trap in a magnetic field**

For a trap that is empty or holds one unpaired electron, the program tests τc/τe = exp[(E_T − μ)/kT] / (2 cosh x), with x = gμ_B B/(2kT). Here τc and τe are the mean empty and filled times, E_T is the zero-field trap level, μ the chemical potential, T the temperature and B the field. It asserts agreement with equilibrium weights from the matrix exponential of the four-state trap Hamiltonian in a tilted field, with first-passage equations for elastic tunnelling, and with simulated switching records. It also asserts that spin relaxation in detailed balance leaves both mean times unchanged, and that a displaced-oscillator model of lattice relaxation gives the same ratio. For a trap alternating between one electron and a singlet pair, it asserts that the field multiplies the ratio by cosh x instead. At 8 T, 1 K and fixed E_T − μ, the output shows the ratio falling by a factor of about 108, from 5.09 to 0.047 in the example. The remaining lines size neglected effects for rough silicon-transistor parameters, including electron heating and shifts of the channel's chemical potential.

## Verification by program

```python
"""
Result under test: a trap that is empty (no unpaired spin) or holds one electron
(spin 1/2, g = 2) in equilibrium with a reservoir has
    tau_c / tau_e = exp((E_T - mu)/kT) / (2 cosh x),   x = g muB B / (2 kT),
so a field B at fixed E_T - mu multiplies the ratio by 1/cosh x.
tau_c: mean time empty before capture; tau_e: mean time filled before emission;
E_T: zero-field trap level; mu: chemical potential. Energies are in meV,
fields in tesla, temperatures in kelvin, times in seconds.
Spin index 0 is the lower Zeeman level, spin index 1 the upper one.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

K_B = const.k / const.e * 1e3
MU_B = const.physical_constants["Bohr magneton"][0] / const.e * 1e3
G_FACTOR = 2.0
FIELD = 8.0
TEMP = 1.0
KT = K_B * TEMP
LEVEL = 0.20          # E_T - mu, meV
GAMMA = 100.0         # tunnelling rate per spin, 1/s
LEVER = 0.1           # trap level shift per gate voltage, eV/V


def reduced_field(field, temp=TEMP, g=G_FACTOR):
    return g * MU_B * field / (2 * K_B * temp)


def field_factor(field, temp=TEMP, g=G_FACTOR):
    return 1 / np.cosh(reduced_field(field, temp, g))


def ratio_formula(field):
    return np.exp(LEVEL / KT) / (2 * np.cosh(reduced_field(field)))


def spin_levels(field):
    half = G_FACTOR * MU_B * field / 2
    return np.array([LEVEL - half, LEVEL + half])


def elastic_rates(field):
    levels = spin_levels(field)
    return GAMMA * expit(-levels / KT), GAMMA * expit(levels / KT)


def flip_rates(field, relaxation):
    """Rates lower->upper and upper->lower, in detailed balance."""
    return relaxation * np.exp(-2 * reduced_field(field)), relaxation


def mean_times(capture, emission, flips):
    """Mean empty and filled times from first-passage equations."""
    up, down = flips
    matrix = np.array([[emission[0] + up, -up],
                       [-down, emission[1] + down]])
    filled = np.linalg.solve(matrix, np.ones(2))
    return 1 / capture.sum(), capture @ filled / capture.sum()


# --- Test: exact diagonal weights of the four-state trap, tilted field
def sector_weights(field_vector, repulsion):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    c_up = np.kron(lower, np.eye(2))
    c_dn = np.kron(parity, lower)
    n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
    flip = c_up.T @ c_dn
    s_x = (flip + flip.T) / 2
    s_y = (flip - flip.T) / 2j
    s_z = (n_up - n_dn) / 2
    zeeman = sum(b * s for b, s in zip(field_vector, (s_x, s_y, s_z)))
    ham = (LEVEL * (n_up + n_dn) + repulsion * n_up @ n_dn
           + G_FACTOR * MU_B * zeeman)
    weights = np.diag(expm(-ham / KT)).real
    number = np.diag(n_up + n_dn)
    return [weights[np.isclose(number, n)].sum() for n in (0, 1, 2)]


direction = np.array([2.0, -1.0, 2.0]) / 3
w_zero = sector_weights(0 * direction, 0.3)
for b in (1.0, 3.0, FIELD):
    w_b = sector_weights(b * direction, 0.3)
    assert np.isclose(w_b[0] / w_b[1], ratio_formula(b), rtol=1e-9)
    change_12 = (w_b[1] / w_b[2]) / (w_zero[1] / w_zero[2])
    assert np.isclose(change_12, np.cosh(reduced_field(b)), rtol=1e-9)

# --- Test: kinetic mean times, with and without spin relaxation
for b in (0.0, 1.0, FIELD):
    cap, emi = elastic_rates(b)
    reference = mean_times(cap, emi, (0.0, 0.0))
    assert np.isclose(reference[0] / reference[1], ratio_formula(b), rtol=1e-9)
    for relaxation in (1.0, 1e2, 1e5):
        times = mean_times(cap, emi, flip_rates(b, relaxation))
        assert np.allclose(times, reference, rtol=1e-8)


# --- Test: simulated telegraph records with spin relaxation
def simulated_ratio(field, cycles, rng):
    cap, emi = elastic_rates(field)
    flips = np.array(flip_rates(field, 300.0))
    empty = rng.exponential(1 / cap.sum(), cycles)
    spin = (rng.random(cycles) < cap[1] / cap.sum()).astype(int)
    filled_total = 0.0
    while spin.size:
        total = emi[spin] + flips[spin]
        filled_total += rng.exponential(1 / total).sum()
        stays = rng.random(spin.size) < flips[spin] / total
        spin = 1 - spin[stays]
    return empty.sum() / filled_total


generator = np.random.default_rng(12)
simulated = {b: simulated_ratio(b, 200000, generator) for b in (0.0, 1.0, FIELD)}
for b, value in simulated.items():
    # Sampling error is about 0.3 percent; allow five times as much.
    assert abs(value / ratio_formula(b) - 1) < 0.015


# --- Test: lattice relaxation, using a displaced quantum oscillator
def lattice_ratio(field, quantum=0.15, coupling=0.15, size=80):
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    e_empty = quantum * np.arange(size)
    e_filled, vectors = np.linalg.eigh(
        np.diag(e_empty) + coupling * (ladder + ladder.T))
    overlap = vectors ** 2
    p_empty = np.exp(-(e_empty - e_empty[0]) / KT)
    p_filled = np.exp(-(e_filled - e_filled[0]) / KT)
    p_empty /= p_empty.sum()
    p_filled /= p_filled.sum()
    bare_offset = coupling ** 2 / quantum
    cap, emi = [], []
    for level in spin_levels(field) + bare_offset:
        energy = level + e_filled[None, :] - e_empty[:, None]
        cap.append(GAMMA * p_empty @ (overlap * expit(-energy / KT)).sum(axis=1))
        emi.append(GAMMA * (overlap * expit(energy / KT)).sum(axis=0) @ p_filled)
    times = mean_times(np.array(cap), np.array(emi), (0.0, 0.0))
    return times[0] / times[1], times


lattice_zero, lattice_times_zero = lattice_ratio(0.0)
lattice_field, lattice_times_field = lattice_ratio(FIELD)
assert np.isclose(lattice_zero, ratio_formula(0.0), rtol=1e-6)
assert np.isclose(lattice_field, ratio_formula(FIELD), rtol=1e-6)
elastic_zero = mean_times(*elastic_rates(0.0), (0.0, 0.0))
elastic_field = mean_times(*elastic_rates(FIELD), (0.0, 0.0))
# The individual times do change with the lattice, unlike their ratio.
assert abs(lattice_times_zero[0] / elastic_zero[0] - 1) > 0.05

# --- Worked example
x = reduced_field(FIELD)
factor = (elastic_field[0] / elastic_field[1]) / (elastic_zero[0] / elastic_zero[1])
assert np.isclose(factor, field_factor(FIELD), rtol=1e-9)
level_shift = KT * np.log(factor)
gate_change = level_shift / LEVER
# Undoing the shift means raising the trap level by the same amount.
restored = np.exp((LEVEL - LEVER * gate_change) / KT) / (2 * np.cosh(x))
assert np.isclose(restored, elastic_zero[0] / elastic_zero[1], rtol=1e-9)
capture_field = elastic_rates(FIELD)[0]

# --- Sizes of neglected effects (rough typical parameters)
REPULSION = 30.0      # meV
TRAP_RHO2 = 1e-18     # mean square radius across the field, m^2
G_SHIFT = 0.01
WARM = 1.1            # K
DRAIN_BIAS = 0.02     # mV
MASS = 0.19 * const.m_e
DENSITY = 1e16        # 1/m^2
VALLEYS = 2
WIDTH = 1e-9          # rms thickness of channel electron layer, m

log_double = (-(LEVEL + REPULSION) / KT - np.log(2 * np.cosh(x))) / np.log(10)
trap_dia = 1e3 * const.e * FIELD ** 2 * TRAP_RHO2 / (8 * const.m_e)
g_change = field_factor(FIELD, g=G_FACTOR + G_SHIFT) / factor - 1
warm_factor = field_factor(FIELD, WARM)
bias_change = np.exp(DRAIN_BIAS / 2 / KT) - 1
channel_dia = 1e3 * const.e * FIELD ** 2 * WIDTH ** 2 / (2 * MASS)
half_landau = 1e3 * const.hbar * FIELD / MASS / 2
dos_spin = VALLEYS * MASS / (2 * np.pi * const.hbar ** 2) * const.e / 1e3
fermi = DENSITY / (2 * dos_spin)


def channel_mu(field):
    half = G_FACTOR * MU_B * field / 2

    def excess(mu):
        filled = sum(np.logaddexp(0, (mu + s * half) / KT) for s in (-1, 1))
        return dos_spin * KT * filled / DENSITY - 1
    return brentq(excess, 0.5 * fermi, 2 * fermi, xtol=1e-12)


spin_mu_shift = channel_mu(FIELD) - channel_mu(0.0)
assert abs(spin_mu_shift) < 1e-6
assert half_landau > abs(level_shift)
assert log_double < -50

print(f"field: {FIELD:.1f} T; temperature: {TEMP:.1f} K; g: {G_FACTOR:.1f}")
print(f"Bohr magneton: {MU_B:.6f} meV/T")
print(f"Boltzmann constant: {K_B:.6f} meV/K")
print(f"thermal energy kT: {KT:.5f} meV")
print(f"half Zeeman splitting: {x * KT:.4f} meV")
print(f"full Zeeman splitting: {2 * x * KT:.4f} meV")
print(f"x: {x:.4f}")
print(f"cosh x (reduction of ratio): {np.cosh(x):.2f}")
print(f"field factor R(8 T)/R(0): {factor:.6f}")
print(f"large-x estimate 2 exp(-x): {2 * np.exp(-x):.6f}")
print(f"wrong one-level estimate exp(-x): {np.exp(-x):.6f}")
for b in (1.0, 2.0, 4.0):
    print(f"field factor at {b:.0f} T, 1 K: {field_factor(b):.5f}")
print(f"E_T - mu: {LEVEL:.2f} meV")
print(f"tunnelling rate per spin: {GAMMA:.0f} 1/s")
print(f"lower, upper level minus mu at 8 T: "
      f"{spin_levels(FIELD)[0]:.4f}, {spin_levels(FIELD)[1]:.4f} meV")
print(f"tau_c at 0 T: {1e3 * elastic_zero[0]:.2f} ms")
print(f"tau_e at 0 T: {1e3 * elastic_zero[1]:.2f} ms")
print(f"tau_c/tau_e at 0 T: {elastic_zero[0] / elastic_zero[1]:.4f}")
print(f"tau_c at 8 T: {1e3 * elastic_field[0]:.2f} ms")
print(f"tau_e at 8 T: {1e3 * elastic_field[1]:.2f} ms")
print(f"tau_c/tau_e at 8 T: {elastic_field[0] / elastic_field[1]:.5f}")
print(f"simulated tau_c/tau_e at 0 T: {simulated[0.0]:.3f}")
print(f"simulated tau_c/tau_e at 8 T: {simulated[FIELD]:.4f}")
print(f"upper-spin share of captures at 8 T: "
      f"{capture_field[1] / capture_field.sum():.2e}")
print(f"lattice model field factor: {lattice_field / lattice_zero:.6f}")
print(f"lattice model tau_c at 0, 8 T: {1e3 * lattice_times_zero[0]:.2f}, "
      f"{1e3 * lattice_times_field[0]:.2f} ms")
print(f"equivalent level shift: {level_shift:.4f} meV")
print(f"gate lever arm: {LEVER:.1f} eV/V")
print(f"gate change that restores ratio: {gate_change:.2f} mV")
print(f"double occupation: repulsion {REPULSION:.0f} meV, "
      f"log10(P2/P1) at 8 T {log_double:.1f}")
print(f"trap mean square radius: {TRAP_RHO2 * 1e18:.1f} nm2")
print(f"trap diamagnetic shift: {1e3 * trap_dia:.2f} ueV, "
      f"ratio change {100 * np.expm1(trap_dia / KT):.2f} %")
print(f"g larger by {G_SHIFT:.2f}: factor changes by {100 * g_change:.2f} %")
print(f"field factor at {WARM:.1f} K: {warm_factor:.6f}")
print(f"drain bias {1e3 * DRAIN_BIAS:.0f} uV: half of it changes "
      f"ratio by {100 * bias_change:.1f} %")
print(f"channel: mass {MASS / const.m_e:.2f} m_e, valleys {VALLEYS}, "
      f"density {DENSITY / 1e4:.1e} cm-2")
print(f"channel Fermi energy: {fermi:.2f} meV")
print(f"mu shift by spin polarization below 1e-6 meV: {abs(spin_mu_shift) < 1e-6}")
print(f"channel layer rms thickness: {WIDTH * 1e9:.1f} nm")
print(f"in-plane subband diamagnetic shift: {1e3 * channel_dia:.1f} ueV")
print(f"ratio multiplier if mu rises by that: {np.exp(-channel_dia / KT):.3f}")
print(f"half Landau spacing, perpendicular field: {half_landau:.3f} meV")
print("verified")
```

It prints:

```
field: 8.0 T; temperature: 1.0 K; g: 2.0
Bohr magneton: 0.057884 meV/T
Boltzmann constant: 0.086173 meV/K
thermal energy kT: 0.08617 meV
half Zeeman splitting: 0.4631 meV
full Zeeman splitting: 0.9261 meV
x: 5.3737
cosh x (reduction of ratio): 107.83
field factor R(8 T)/R(0): 0.009274
large-x estimate 2 exp(-x): 0.009274
wrong one-level estimate exp(-x): 0.004637
field factor at 1 T, 1 K: 0.81023
field factor at 2 T, 1 K: 0.48863
field factor at 4 T, 1 K: 0.13556
E_T - mu: 0.20 meV
tunnelling rate per spin: 100 1/s
lower, upper level minus mu at 8 T: -0.2631, 0.6631 meV
tau_c at 0 T: 55.92 ms
tau_e at 0 T: 10.98 ms
tau_c/tau_e at 0 T: 5.0924
tau_c at 8 T: 10.47 ms
tau_e at 8 T: 221.65 ms
tau_c/tau_e at 8 T: 0.04723
simulated tau_c/tau_e at 0 T: 5.116
simulated tau_c/tau_e at 8 T: 0.0472
upper-spin share of captures at 8 T: 4.76e-04
lattice model field factor: 0.009274
lattice model tau_c at 0, 8 T: 84.21, 14.25 ms
equivalent level shift: -0.4033 meV
gate lever arm: 0.1 eV/V
gate change that restores ratio: -4.03 mV
double occupation: repulsion 30 meV, log10(P2/P1) at 8 T -154.5
trap mean square radius: 1.0 nm2
trap diamagnetic shift: 1.41 ueV, ratio change 1.65 %
g larger by 0.01: factor changes by -2.65 %
field factor at 1.1 K: 0.015114
drain bias 20 uV: half of it changes ratio by 12.3 %
channel: mass 0.19 m_e, valleys 2, density 1.0e+12 cm-2
channel Fermi energy: 6.30 meV
mu shift by spin polarization below 1e-6 meV: True
channel layer rms thickness: 1.0 nm
in-plane subband diamagnetic shift: 29.6 ueV
ratio multiplier if mu rises by that: 0.709
half Landau spacing, perpendicular field: 2.437 meV
verified
```
